# Minimum Peak Field in a Coaxial DRAM Capacitor, part 2

A cylindrical capacitor has a dielectric between an inner electrode of radius \(a\), at potential \(V>0\), and an outer electrode of inner radius \(b\), at zero. The problem is to choose \(a\), with \(b\) and \(V\) fixed, so that the largest field in the dielectric is as small as possible.

The ideal model has perfectly conducting, concentric, long electrodes and a uniform, linear dielectric of relative permittivity \(\kappa\) without free charge. Let \(r\) be the distance from the axis, \(E\) the radial field, \(D\) the displacement, \(\phi\) the potential, \(L=\ln(b/a)\), and \(Q\) the charge on height \(h\) of the inner electrode. Gauss's law gives

\[
rE(r)=K,\qquad K=\frac{Q}{2\pi\varepsilon_0\kappa h}, \tag{2}
\]

with \(K\) independent of \(r\). The field is largest at the inner electrode, where it is \(E_{\rm p}=V/(aL)\). Its smallest value is \(E_{\rm min}=eV/b\), reached at \(b/a=e\). In terms of \(E_{\rm p}\), the charge is

\[
Q=2\pi\varepsilon_0\kappa h\,aE_{\rm p}, \tag{17}
\]

and the side-wall capacitance is \(C=2\pi\varepsilon_0\kappa h/L\). To describe how flat the minimum is, write \(b/a=e^{1+s}\); then \(E_{\rm p}/E_{\rm min}\approx1+s^2/2\) for small \(s\).

The example has \(b=15.0\) nm, \(V=0.50\) V, \(\kappa=40\) and \(h=1000\) nm. At \(b/a=e\) these give \(a=5.518\) nm, a film 9.482 nm thick, \(E_{\rm min}=0.906\) MV/cm and \(C=2.225\) fF. Note that 1 V/nm is 10 MV/cm.

The assumptions of the model are being relaxed one at a time, except that the dielectric holds no free charge throughout. The first change was a rounded top: a hemisphere of radius \(a\) covered by a concentric hemisphere of radius \(b\). At \(b/a=e\) the numerically solved field at its tip is 1.426 MV/cm, against 1.433 MV/cm from an estimate using full concentric spheres. The largest field of the capped pillar is smallest at \(b/a=2.01\), where it is 1.333 MV/cm.

**Screening in the electrodes.** A metal does not end the field on a mathematical surface. Its electrons screen the field over a short length \(\lambda\), and some of the applied voltage falls inside the metal. In the linear screening model the potential in the electrode, measured from its value deep inside, obeys \(\nabla^2\phi=\phi/\lambda^2\). If \(\lambda\) is much smaller than \(a\), the surface looks flat on the scale of \(\lambda\), and the field decays with depth \(z\) as \(E_{\rm m}e^{-z/\lambda}\). The voltage lost is

\[
\int_0^\infty E_{\rm m}e^{-z/\lambda}\,dz=\lambda E_{\rm m}. \tag{21}
\]

Assume that there is no separate sheet of charge at the interface and that the metal apart from its screening electrons has permittivity \(\varepsilon_0\). Continuity of displacement then gives \(E_{\rm m}=\kappa E\), where \(E\) is the field in the dielectric beside the interface. A high permittivity thus makes the field in the metal large, and the drop is \(tE\) with \(t=\kappa\lambda\). At the inner electrode \(E=E_{\rm p}\). At the outer electrode \(E=E_{\rm p}a/b\), by (2). Adding the two drops to that in the dielectric,

\[
V=E_{\rm p}\left[a\ln\frac{b}{a}+t+\frac{ta}{b}\right]. \tag{22}
\]

The bracket has derivative \(\ln(b/a)-1+t/b\) and second derivative \(-1/a\). For \(t<b\) it has one maximum inside the permitted range, at

\[
\frac{b}{a}=e^{\,1-t/b}. \tag{23}
\]

There \(a\ln(b/a)=a-ta/b\). The last term of (22) cancels \(-ta/b\), leaving

\[
E_{\rm p}=\frac{V}{a+t}. \tag{24}
\]

With a rough screening length of 0.05 nm, \(t=40\times0.05=2.00\) nm. Equation (23) gives \(b/a=e^{0.867}=2.379\), hence \(a=6.31\) nm, and (24) gives \(0.50/8.31=0.0602\) V/nm, or 0.602 MV/cm. The curvature of the surfaces can be kept by using the cylindrical solutions of the screening equation. These are the modified Bessel functions \(I_0(r/\lambda)\), finite on the axis, and \(K_0(r/\lambda)\), decaying outwards. Since \(I_0'=I_1\) and \(K_0'=-K_1\), the length \(\lambda\) in (21) is multiplied by \(I_0(a/\lambda)/I_1(a/\lambda)\) at the inner surface and by \(K_0(b/\lambda)/K_1(b/\lambda)\) at the outer one. The optimum ratio becomes 2.383 and the peak field stays at 0.602 MV/cm.

If the inner radius is left at \(b/e\), screening multiplies the field in the dielectric by 0.668. The charge is proportional to \(aE_{\rm p}\) by (17), so the capacitance is multiplied by the same factor and falls from 2.225 to about 1.49 fF. The relief of the dielectric is thus bought with stored charge. The size of this effect is proportional to the assumed \(\lambda\) when \(t\) is small, and it depends on how the real interface polarizes. The value 0.668 is an estimate within the screening model.

**An inner electrode off centre.** Let the axis of the outer surface be displaced by a small distance \(\delta\) from that of the inner electrode. Measure \(r\) and the angle \(\theta\) from the inner axis, with \(\theta=0\) along the displacement. To first order the outer surface is \(r=b+\delta\cos\theta\). Add to the concentric potential a correction that satisfies Laplace's equation and vanishes at \(r=a\):

\[
\phi=V\left[1-\frac{\ln(r/a)}{L}\right]
+B\left(\frac{r}{a}-\frac{a}{r}\right)\cos\theta. \tag{25}
\]

At the displaced outer surface the first term is \(-V\delta\cos\theta/(bL)\) to first order. The sum must be zero, so

\[
B\,\frac{b^2-a^2}{ab}=\frac{V\delta}{bL}
\quad\Longrightarrow\quad
B=\frac{V\delta a}{L(b^2-a^2)}. \tag{26}
\]

At the inner surface \(-\partial\phi/\partial r=V/(aL)-(2B/a)\cos\theta\). Dividing the second term by the first gives

\[
\frac{E(a,\theta)}{E_{\rm p}}=1-\frac{2a\delta}{b^2-a^2}\cos\theta. \tag{27}
\]

The field is largest at \(\theta=\pi\), where the film is thinnest. For \(\delta=1.0\) nm the rise is \(2\times5.518/(225-30.4)=5.7\) percent. The full solution, built from two opposite line charges placed so that both circles are equipotentials, gives 6.42 percent. The difference is the contribution of higher powers of \(\delta\).

**A permittivity that depends on field.** In some high-permittivity dielectrics \(\kappa\) falls as the field rises. A simple assumed law for this case is \(\kappa(E)=\kappa/[1+(E/E_{\rm s})^2]\), where \(\kappa(E)\) means the ratio \(D/(\varepsilon_0E)\). The displacement still varies as \(1/r\), so with a new constant \(K\),

\[
\frac{E}{1+(E/E_{\rm s})^2}=\frac{K}{r}
\quad\Longrightarrow\quad
E\approx\frac{K}{r}+\frac{K^3}{E_{\rm s}^2r^3} \tag{28}
\]

for \(E\ll E_{\rm s}\). Integrating from \(a\) to \(b\),

\[
V\approx KL+\frac{K^3}{2E_{\rm s}^2}\left(\frac1{a^2}-\frac1{b^2}\right). \tag{29}
\]

Let \(E_0=V/(aL)\) be the peak field at constant permittivity. In the small terms \(K/a\) may be replaced by \(E_0\). Equation (29) then gives \(K/a\approx E_0[1-(E_0/E_{\rm s})^2(1-a^2/b^2)/(2L)]\), and (28) at \(r=a\) becomes

\[
\frac{E(a)}{E_0}\approx1+\left(\frac{E_0}{E_{\rm s}}\right)^2
\left[1-\frac{1-a^2/b^2}{2L}\right]. \tag{30}
\]

The bracket is positive, because \(1-a^2/b^2=1-e^{-2L}<2L\). The layers next to the inner electrode lose permittivity and take a larger share of the voltage. In a material whose permittivity rises with field, the sign of this correction is reversed. For \(E_{\rm s}=5.0\) MV/cm and \(b/a=e\), (30) gives \((0.906/5.0)^2\times0.568=1.9\) percent. Solving the law without the expansion gives 1.95 percent, and the optimum moves slightly, to \(b/a=2.692\). If the same law is read instead as the small-signal permittivity \(dD/(\varepsilon_0\,dE)\), the leading correction is one third as large: the rise is 0.62 percent and the optimum is \(b/a=2.71\).

**Leakage and breakdown.** A low peak field does not by itself settle how long charge is retained. Consider electrons leaving the inner electrode when it is the negative one. They face a barrier of height \(\Phi\), which the field and the attraction of the electron to its image charge lower by \(\Delta\). If the electrons are emitted thermally over an ideal barrier, the current density is

\[
J=A T^2\exp\left(-\frac{\Phi-\Delta}{k_{\rm B}T}\right),
\qquad A=\frac{4\pi m_{\rm e}q k_{\rm B}^2}{h_{\rm P}^3}, \tag{31}
\]

where \(m_{\rm e}\) is the free-electron mass, \(q\) the elementary charge and \(h_{\rm P}\) Planck's constant. This is the Richardson law. Take rough values \(\Phi=1.2\) eV and an optical relative permittivity of 4.8 for the image force, with a temperature of 358.15 K (85 °C). The image force is taken to be that of a flat surface. The maximum of the barrier, located numerically at \(b/a=e\), gives \(\Delta=0.158\) eV. With \(k_{\rm B}T=0.0309\) eV the exponent is about 33.8, and \(J=3.4\times10^{-8}\) A/cm². Over a hold time of 64 ms at constant voltage this would remove 0.067 percent of the stored charge. The figure counts only electrons that pass over the top of the barrier. It also depends on the mass in \(A\), to which the current is proportional: replacing \(m_{\rm e}\) by \(0.3\,m_{\rm e}\), the value used for tunnelling below, would lower it to 0.020 percent.

Electrons can also tunnel through the film. In the semiclassical approximation the transmission contains the factor \(e^{-G}\), with

\[
G=\frac{2}{\hbar}\int_a^b\sqrt{2m^*\left[\Phi-qV\frac{\ln(r/a)}{L}\right]}\;dr. \tag{32}
\]

The image force is omitted here, and the tunnelling mass is taken as \(m^*=0.3\,m_{\rm e}\), again a rough value. The bracket stays positive because \(qV\) is smaller than \(\Phi\), so the electron tunnels through the full thickness. Equation (32) is written for an electron at the Fermi level of the inner electrode. At \(b/a=e\) it gives \(G=50.6\), well above the thermal exponent. This does not make all tunnelling negligible. Thermally excited electrons just below the top of the barrier have a much shorter distance to tunnel, and their current can be comparable to the current over the top or larger. The 0.067 percent found above is therefore one contribution to the leakage and not its total. For the 5 nm film at \(b/a=1.5\), \(G\) is 27.0 and the thermal exponent is 32.8. The order has reversed. The exponents alone do not give the ratio of the currents. Summing the semiclassical transmission over electron energies, with the free-electron mass in the prefactor, gives a tunnelling current of about \(2\times10^{-4}\) A/cm² without the image force and \(8\times10^{-4}\) A/cm² with it, against \(9\times10^{-8}\) A/cm² over the top. Over 64 ms at constant voltage this would carry several times the stored charge, so the 0.133 percent that thermal emission would remove from the thinner film is negligible beside it. With these rough values a 5 nm film would not hold its charge, so they do not describe a working cell of that thickness. The result is exponentially sensitive to them: \(\Phi=1.6\) eV with \(m^*=0.6\,m_{\rm e}\) gives about \(10^{-11}\) A/cm². Conduction through traps is absent from both estimates and can add to the leakage of a real film.

For breakdown, take 4.0 MV/cm as a rough permitted field. At \(b/a=e\) the side wall far from the top then has a margin of \(4.0/0.906=4.4\), and the rounded tip has \(4.0/1.426=2.8\). A margin computed from the side wall alone would overstate the safety of this pillar.

**The example beside a real cell.** The outer radius, voltage, height and permittivity are of the order found in pillar-type DRAM capacitors with zirconia-based dielectrics. The radius ratio is not. Such cells use films of roughly 5 nm, because the stored charge must be large enough to be sensed, and a film of 9.5 nm is far from typical. At the outer radius of the example, a 5 nm film means \(b/a=1.5\), with 1.233 MV/cm and 5.488 fF in the ideal model. Of the assumptions relaxed above, and for the values of \(\lambda\), \(\delta\) and \(E_{\rm s}\) chosen there, two move the peak field at \(b/a=e\) the most: the rounded top raises it by 57 percent, and electrode screening lowers it by 33 percent. These figures were found separately and should not be combined by multiplication, since screening was not included in the calculation of the top. Real dielectrics are often laminates with a thin layer of alumina, which breaks the assumption of uniform permittivity. Displacement is continuous across the layer, so the field in it exceeds that in the adjacent zirconia by the ratio of permittivities. With a rough value of 9 for alumina, that ratio is \(40/9\approx4.4\), which exceeds \(e\), so at \(b/a=e\) the largest side-wall field lies in the alumina wherever the layer is placed. A layer 0.5 nm thick near the middle of the film carries about 1.9 MV/cm, twice the ideal peak and a larger change than either of the two above. It has to be judged against the permitted field of alumina rather than that of zirconia.

The ratio \(e\) therefore answers a limited question: how to share a fixed voltage within a fixed outer radius so that the side wall of a uniform dielectric, far from its ends, is stressed least. Where capacitance is the scarcer quantity, the broad minimum allows a smaller ratio at modest cost. At \(b/a=2\) the ideal side-wall field is 6 percent above its minimum, while the capacitance is 44 percent higher. The remaining computed values are in the numerical output.

## Table of computed values

```
Inputs: b = 15.0 nm, V = 0.50 V, kappa = 40, height = 1000 nm
Numerical optimum ratio b/a = 2.71828; e = 2.71828
Optimum inner radius = 5.518 nm; film thickness = 9.482 nm
Smallest peak field: numerical 0.9061, e*V/b 0.9061 MV/cm
Field at outer electrode at optimum = 0.3333 MV/cm
Side-wall capacitance at optimum = 2.225 fF
Stored charge at optimum = 1.113 fC
Table: b/a, inner radius (nm), film (nm), peak field (MV/cm), capacitance (fF)
  1.200  12.500  2.500  2.1939  12.205
  1.500  10.000  5.000  1.2332  5.488
  2.000  7.500  7.500  0.9618  3.210
  2.718  5.518  9.482  0.9061  2.225
  4.000  3.750  11.250  0.9618  1.605
  6.000  2.500  12.500  1.1162  1.242
Flatness coefficient of s^2 (numerical) = 0.5009
Peak-field rise at s = +0.1: 0.470 %; at s = -0.1: 0.537 %
Fixed a = 5 nm, b = 8, 12, 20, 40 nm: peak field (MV/cm) = 2.128, 1.142, 0.721, 0.481
Rounded top at b/a = e: tip field = 1.426 MV/cm
  concentric-sphere estimate = 1.433 MV/cm
  tip field / side-wall peak = 1.574
  best b/a with rounded top = 2.01; its peak field = 1.333 MV/cm
Screening length = 0.05 nm; kappa*length = 2.00 nm
  field and capacitance factor at b/a = e: 0.668
  optimum b/a with screening = 2.383; formula 2.379
  peak field at that optimum = 0.602 MV/cm
Off-centre by 1.0 nm: peak field rises by 6.42 %
Field-dependent permittivity, scale 5.0 MV/cm:
  peak field rises by 1.95 %; optimum b/a = 2.692
Leakage inputs: barrier 1.2 eV, optical kappa 4.8, mass 0.3 m_e
  temperature 358.15 K, hold time 64 ms
  b/a = 2.718: barrier lowering 0.158 eV, thermionic 3.38e-08 A/cm2
    exponents: thermal 33.8, tunnelling 50.6; thermionic charge loss 0.067 %
  b/a = 1.500: barrier lowering 0.189 eV, thermionic 9.04e-08 A/cm2
    exponents: thermal 32.8, tunnelling 27.0; thermionic charge loss 0.133 %
Rough breakdown field = 4.0 MV/cm
  margin: side wall 4.41, rounded tip 2.81
```
